Dirac Exchange Energy and Potential of the Uniform Electron Gas

**The situation**

In a simple metal the conduction electrons spread through the whole crystal. A first model replaces the ions by a uniform positive background, so that the electrons have the same density n everywhere. The average electrostatic energy of electrons and background then cancels, since the total charge density is zero at every point. An interaction energy nevertheless remains. The Pauli principle keeps electrons of equal spin apart, so each electron meets less repulsion than the average density suggests. This lowering is the exchange energy. A local density functional needs its value as a function of n, and also its derivative, which acts as a potential on the electrons.

We take an unpolarized gas in a periodic box of volume V, holding N electrons, and let V grow at fixed n = N/V. The wavefunction is one Slater determinant in which every plane wave with wavevector shorter than kF is occupied by one electron of each spin. Hartree atomic units are used: lengths are in bohr, energies in hartree, and two electrons a distance u apart repel with energy 1/u.

**Exchange energy of a determinant**

Consider first two electrons of the same spin in orthonormal orbitals a and b. Their probability density is

½ |a(r) b(r′) − b(r) a(r′)|².

The squared terms give the ordinary repulsion of two charge clouds. The two cross terms become equal after the labels r and r′ are exchanged under the integral, and together they contribute

−∬ a*(r) b(r) b*(r′) a(r′) / |r − r′| d³r d³r′.  (1)

For opposite spins the cross terms vanish, because the spin functions are orthogonal. In a larger determinant the repulsion acts on two electrons at a time. The orbitals of all the others integrate to one or zero by orthonormality, so each pair of occupied orbitals contributes as above.

The sum over pairs is half the sum over all i and j. The terms i = j may be included, because they enter the cloud repulsion and the exchange energy with opposite signs and cancel in the total. Hence

E_x = −½ Σ_σ Σ_ij ∬ φ_i*(r) φ_j(r) φ_j*(r′) φ_i(r′) / |r − r′| d³r d³r′,  (2)

where i and j run over the occupied orbitals of spin σ. Define the density matrix of one spin as γ(r,r′) = Σ_j φ_j(r) φ_j*(r′). The sum over j in (2) is γ, the sum over i is its complex conjugate, and the product is |γ|². In an unpolarized gas both spins have the same γ, so the spin-summed density matrix is ρ = 2γ. The two spins give −½ · 2 · |ρ/2|² = −¼ |ρ|², and therefore

E_x = −¼ ∬ |ρ(r,r′)|² / |r − r′| d³r d³r′.  (3)

**The plane-wave density matrix**

The orbitals are e^{ik·r}/√V. With u = r − r′,

ρ(u) = (2/V) Σ_{k<kF} e^{ik·u}.  (4)

The allowed wavevectors form a grid with one point per volume (2π)³/V. For a large box the sum becomes V/(2π)³ times an integral:

ρ(u) = 2 ∫_{k<kF} e^{ik·u} d³k/(2π)³.  (5)

Let c be the cosine of the angle between k and u. The angular integral is

2π ∫₋₁¹ e^{ikuc} dc = 4π sin(ku)/(ku).

Inserting this with the volume element k² dk gives the prefactor 2 · 4π/(8π³) = 1/π², so that

ρ(u) = [1/(π²u)] ∫₀^{kF} k sin(ku) dk.  (6)

Integration by parts yields

∫₀^{kF} k sin(ku) dk = −kF cos(kF u)/u + sin(kF u)/u² = (sin x − x cos x)/u²,

where x = kF u. The spherical Bessel function of order one is

j1(x) = sin x/x² − cos x/x = (sin x − x cos x)/x².  (7)

Thus

ρ(u) = (sin x − x cos x)/(π²u³) = (kF³/π²) j1(x)/x.  (8)

At u = 0 the density matrix is the density. For small x, sin x − x cos x = (−1/6 + 1/2)x³ + … = x³/3 + …, so j1(x)/x tends to 1/3. This fixes the relation between density and Fermi wavevector:

n = kF³/(3π²),  kF = (3π²n)^{1/3}.  (9)

Replacing kF³/π² in (8) by 3n gives

ρ(u) = n · 3 j1(kF u)/(kF u).  (10)

The expression 3 j1(x)/x is therefore the density matrix divided by the density. It starts at one and falls off over a distance of order 1/kF. At large x, (7) gives j1 ≈ −cos x/x, so the ratio oscillates inside an envelope 3/x². The wavelength of the oscillation is set by kF, and the slow power-law decay of the envelope comes from the sharpness of the edge at kF. If the edge is smeared, as at finite temperature, the ratio still changes sign but is damped much faster at large x.

**The exchange hole**

Since ρ is real and depends on u alone, one of the two space integrals in (3) gives a factor V. Dividing by N = nV,

ε_x = −[1/(4n)] ∫ ρ(u)²/u d³u.  (11)

This has the form of an electrostatic energy if we define

n_x(u) = −ρ(u)²/(2n),  ε_x = ½ ∫ n_x(u)/u d³u.  (12)

The function n_x is the exchange hole: the change in electron density at distance u from a given electron that is caused by antisymmetry. The factor ½ is there because each pair would otherwise be counted twice. At u = 0 the hole equals −n/2. Half of the density has the same spin as the given electron, and at its own position that half is completely removed.

The total charge of the hole follows from the occupations. Write f(k) = 1 inside the Fermi sphere and f(k) = 0 outside. By (5), ρ(u) is the Fourier integral of 2f(k), so Parseval's theorem gives

∫ ρ(u)² d³u = ∫ [2f(k)]² d³k/(2π)³ = 4 ∫ f(k) d³k/(2π)³ = 2n.  (13)

The second equality uses f² = f, and the last uses n = 2∫ f d³k/(2π)³. Hence

∫ n_x(u) d³u = −2n/(2n) = −1.  (14)

The hole removes one electron.

By (10) and (12), n_x/n depends on u only through kF u, so the hole has the same shape at every density. Together with the two properties above, this explains the power of n in the result. A hole of fixed shape and depth n/2 that contains one electron has a size proportional to n^{−1/3}, and its Coulomb energy is proportional to the inverse of that size. The depth and the charge also give a bound. Equation (5) shows that |ρ(u)| ≤ n, so the hole is nowhere deeper than n/2. The most compact hole allowed is a uniform sphere of this depth, with radius R given by (4π/3)R³ n/2 = 1. The average of 1/u over a uniform sphere, taken from its centre, is 3/(2R). Any other hole of unit charge has some of it farther out, so

ε_x ≥ −3/(4R).  (15)

**The radial integral**

Insert (10) into (12) and use d³u = 4πu² du:

ε_x = ½ ∫₀^∞ 4πu² (1/u) [−(n/2) · 9 j1(x)²/x²] du = −9πn ∫₀^∞ u j1(x)²/x² du.

With u = x/kF, we have u du = x dx/kF², and

ε_x = −(9πn/kF²) ∫₀^∞ j1(x)²/x dx.  (16)

The integral can be done in closed form with j0(x) = sin x/x. Differentiation gives

j0′ = cos x/x − sin x/x² = −j1,  (17)

j1′ = cos x/x² − 2 sin x/x³ + sin x/x + cos x/x²
  = sin x/x − (2/x)(sin x/x² − cos x/x)
  = j0 − 2j1/x.  (18)

Now differentiate the sum of the squares:

d(j0² + j1²)/dx = 2j0(−j1) + 2j1(j0 − 2j1/x) = −4 j1²/x.  (19)

The products j0 j1 cancel, and what is left is the integrand of (16) times −4. At x = 0, j0 = 1 and j1 = 0. Therefore

∫₀^X j1(x)²/x dx = ¼ [1 − j0(X)² − j1(X)²].  (20)

Both Bessel functions vanish as X → ∞, so the full integral is ¼. The bracket in (20) has a meaning of its own: it is the fraction of the exchange energy that comes from separations smaller than X/kF.

**The energy per electron**

With the value ¼ and n from (9), equation (16) becomes

ε_x = −(9π/kF²) · kF³/(3π²) · ¼ = −3kF/(4π).  (21)

To express this through the density, insert kF = (3π²n)^{1/3} and move 1/π under the cube root as 1/π³:

ε_x = −(3/4) (3π²n/π³)^{1/3} = −(3/4)(3/π)^{1/3} n^{1/3}.  (22)

This is the Dirac exchange energy per electron. The energy per volume is n ε_x, which is proportional to n^{4/3}.

**The potential**

In the local density approximation the energy per volume of the uniform gas is used at every point of a system with density n(r):

E_x[n] = ∫ n(r) ε_x(n(r)) d³r.  (23)

A small change δn(r) changes this energy by

δE_x = ∫ [d(n ε_x)/dn] δn(r) d³r.

The exchange potential is the factor that multiplies δn:

v_x = d(n ε_x)/dn = ε_x + n dε_x/dn.  (24)

Because ε_x is proportional to n^{1/3}, the second term is ε_x/3. Thus

v_x = (4/3) ε_x = (4/3) · [−3kF/(4π)] = −kF/π.  (25)

The potential is lower than the energy per electron because added density does two things. It adds electrons, which the first term of (24) counts at the average energy ε_x, and it lowers that average, because a higher density makes the hole more compact. The two terms refer to the average electron and are not the separate shares of the added electron and of the others.

**The same potential from the Fermi surface**

The value −kF/π can be found without differentiating a power of n. For this we need the exchange energy in terms of wavevectors. The Fourier transform of the Coulomb repulsion follows from a weakly screened one:

∫ e^{−ip·u} e^{−μu}/u d³u = (4π/p) ∫₀^∞ sin(pu) e^{−μu} du = 4π/(p² + μ²),

which tends to 4π/p² as μ → 0. Insert plane waves into (2). For each pair k, q the double space integral is 1/V² · V · 4π/|k − q|², and the two spins cancel the factor ½. After the sums are turned into integrals, the exchange energy per volume is

n ε_x = −∬ f(k) f(q) 4π/|k − q|² d³k d³q/(2π)⁶.  (26)

Define the Fock exchange term of the plane wave k as

Σ(k) = −∫ f(q) 4π/|k − q|² d³q/(2π)³.  (27)

Equation (26) is quadratic in f and symmetric in k and q. A small change δf therefore gives, to first order, two equal contributions:

δ(n ε_x) = 2 ∫ δf(k) Σ(k) d³k/(2π)³.  (28)

The density changes by δn = 2∫ δf d³k/(2π)³. If the added electrons fill a thin shell at the Fermi surface, Σ(k) can be taken out of the integral at k = kF. Then δ(n ε_x) = Σ(kF) δn, which means

v_x = Σ(kF).  (29)

It remains to evaluate Σ(kF). Place k on the Fermi surface and set p = q − k, so that p starts at a point on the surface of the sphere. Let c now be the cosine of the angle between p and the inward direction −k. The condition |k + p| < kF reads p² − 2kF p c < 0, or p < 2kF c, with c between 0 and 1. The factor 1/p² cancels the p² of the volume element:

∫ d³p/p² = 2π ∫₀¹ dc ∫₀^{2kF c} dp = 2π ∫₀¹ 2kF c dc = 2πkF.  (30)

Multiplying by −4π/(2π)³ = −1/(2π²) gives

Σ(kF) = −kF/π,  (31)

in agreement with (25).

The Fock term depends on k, whereas v_x is one number for all electrons of the uniform gas. At k = 0 the integral of 1/q² over the sphere is 4πkF, so Σ(0) = −2kF/π, twice the value at the Fermi surface. The average over occupied states follows from (26) and (27):

n ε_x = ∫ f(k) Σ(k) d³k/(2π)³ = (n/2)⟨Σ⟩,  so ⟨Σ⟩ = 2ε_x = −3kF/(2π).  (32)

This average, used as a local potential, is the Slater potential. It is 3/2 times v_x. Equations (25) and (32) answer different questions: the first gives the energy change when density is added, the second the mean exchange term of the electrons already present.

**A numerical example**

Let rs be the radius of a sphere that contains one electron on average, and choose rs = 2 bohr. Then

n = 3/(4π · 2³) = 0.029842 bohr⁻³,

kF = (3π² · 0.029842)^{1/3} = 0.95958 bohr⁻¹.

Equations (21) and (25) give

ε_x = −3 · 0.95958/(4π) = −0.22908 hartree = −6.234 eV,

v_x = −0.95958/π = −0.30544 hartree = −8.312 eV.

The bound (15) has R = 2^{1/3} rs = 2.52 bohr and gives ε_x ≥ −0.298 hartree. The true hole is more spread out than the compact sphere, and its energy is smaller in magnitude. The Fock term is −0.6109 hartree near k = 0 and −0.3054 hartree at kF, and its occupied average is −0.4582 hartree. Of these three values, the one at kF equals v_x.

The following values show how the hole is built up with distance. Charge and energy are those from separations below u, the energy as a fraction of ε_x.

u = 2 bohr: ρ/n = 0.677, charge −0.322, energy 0.573
u = 4 bohr: ρ/n = 0.122, charge −0.780, energy 0.948
u = 8 bohr: ρ/n = −0.002, charge −0.877, energy 0.984

The energy converges much faster than the charge. For large x, (20) leaves a fraction j0² + j1² ≈ (sin²x + cos²x)/x² = 1/x² of the energy outside. For the charge, use j1² ≈ cos²x/x² in (12), together with n/kF³ = 1/(3π²). The amount removed between x and x + dx is then

4πu² |n_x| du ≈ (18πn/kF³)(cos²x/x²) dx = (6/π)(cos²x/x²) dx.

Replacing cos²x by its mean ½ and integrating outward from x leaves 3/(πx). At u = 8 bohr, x = 7.68, and the two estimates are 0.017 and 0.124. The values above leave 0.016 and 0.123. The closeness for the charge is partly an accident of this separation. Writing cos²x = ½ + ½ cos 2x and integrating the second part by parts adds about −3 sin 2x/(2πx²). Its amplitude 3/(2πx²) is 0.008 at x = 7.68, but x lies near a zero of cos x, where sin 2x is only 0.35, so the term is only −0.003. Terms of order 1/x³, dropped in these approximations, add about +0.002 and cancel part of it, which leaves the difference of −0.001. At x = 7.0, where sin 2x is close to one, the estimate 3/(πx) is too large by 0.009. At u = 4 bohr the estimate 3/(πx) gives 0.249, while the values above leave 0.220.

The very small ρ/n at 8 bohr does not measure the decay of the density matrix. The envelope 3/x² is still 0.051 there. By (7) the ratio vanishes at the positive roots of tan x = x, and this separation, x = 7.68, lies close to the root at x = 7.73.

The numerical check obtains the energy by integrating over the hole and again from the Fock term, and the potential by differentiating the integrated energy and from the Fock term at kF. It also compares (10) with an explicit sum over 33401 plane waves in a finite box. At the five separations tried, taken along the (1,2,3) direction of the box, the largest difference in ρ/n is 3 × 10⁻⁴, on a scale where ρ/n is one at u = 0. The discrete Fermi sphere is not isotropic, and along the cube edge or the body diagonal the difference is about 1 × 10⁻³.

**Where the result holds**

Equations (21) and (22) give the exchange energy of the plane-wave determinant in the limit of a large box. The interacting gas also has a correlation energy, because its true wavefunction is not a single determinant. That energy is not included at any density.

The formula also assumes equal numbers of both spins. Equation (2) is a sum over spins, and each term depends on the orbitals of one spin. A spin with density n_σ therefore contributes half the exchange energy of an unpolarized gas of density 2n_σ. If all electrons have the same spin, the energy per volume is

½ · 2n · ε_x(2n) = 2^{1/3} n ε_x(n).

At the same total density the exchange energy is larger in magnitude by a factor 2^{1/3}, about 1.26.

For a nonuniform density, (23) is an approximation, and a single electron bound in an atom shows how it can fail. Exchange must then cancel the electron's repulsion from its own charge cloud. Far from the atom that repulsion is 1/r, so the exchange potential has to approach −1/r. The local potential is proportional to n^{1/3}, and n decays exponentially, so the local potential decays exponentially as well and misses the −1/r tail. The uniform-gas value is a reasonable starting point where the density changes little across the width of the exchange hole, a distance of a few 1/kF.

Values computed for the example and the checks

```
rs = 2.0 bohr
density n = 0.029842 bohr^-3
Fermi wavevector kF = 0.959579 bohr^-1
prefactor (3/4)(3/pi)^(1/3) = 0.738559
plane waves in box = 33401
largest box error of rho/n = 3.2e-04
integral of j1^2/x, quadrature = 0.250000
hole charge within 2000 bohr = -0.999502
estimated hole charge beyond = -0.000498
eps_x, formula = -0.229083 hartree
eps_x, real-space quadrature = -0.229083 hartree
eps_x, libxc = -0.229083 hartree
eps_x = -6.2337 eV
v_x, formula = -0.305444 hartree
v_x, numerical derivative = -0.305443 hartree
v_x, libxc = -0.305444 hartree
v_x = -8.3115 eV
Fock term at k = kF: -0.305444 hartree
Fock term at k = 0.001 kF: -0.610887 hartree
Fock term, occupied average: -0.458165 hartree
u (bohr), kF u, rho/n, hole (bohr^-3), charge inside, energy fraction
2.0  1.9192  0.67696  -6.838e-03  -0.3224  0.5726
4.0  3.8383  0.12213  -2.226e-04  -0.7797  0.9476
8.0  7.6766  -0.00245  -8.983e-08  -0.8768  0.9835
```
